\section*{Why One Mean Free Path Cannot Describe Heat Conduction in Silicon}

\section{A film thinner than the paths inside it}

A transistor in a thin silicon layer on oxide loses part of its heat sideways, along the layer. If the layer is 100 nm thick, how much of the bulk conductivity is left? A natural answer begins by finding the mean free path of a phonon. If it is some 50 nm, a 100 nm film should be only mildly impaired.

The belief behind this answer is that heat conduction in silicon has one characteristic length, obtainable from the bulk conductivity. It tempts because kinetic theory supplies the length at once,
\begin{equation}
k=\tfrac13 C v\Lambda\quad\Longrightarrow\quad \Lambda=\frac{3k}{Cv},
\label{kin}
\end{equation}
and because inserting it back returns the correct bulk $k$. That success is no evidence: one adjustable number has reproduced one number. A film asks a different question, namely how the heat is distributed over paths of different length.

\section{What the gray path averages}

Take an isotropic crystal with phonon branches $j$, wavenumber $q$, frequency $\omega$, group speed $v$ and lifetime $\tau$. In the relaxation-time approximation, the deviation $g$ of the occupation from its local equilibrium $n_0$ obeys, for a weak temperature gradient $T'$ along $x$,
\begin{equation}
v_z\frac{\partial g}{\partial z}+v_xT'\frac{\partial n_0}{\partial T}=-\frac{g}{\tau}.
\label{bte}
\end{equation}
In the bulk nothing depends on $z$, so $g=-\tau v_xT'\,\partial n_0/\partial T$. The heat flux sums $\hbar\omega v_xg$. With $c=\hbar\omega\,\partial n_0/\partial T$ the heat capacity of a mode, $\Lambda=v\tau$, and the angular average $\langle v_x^2\rangle=v^2/3$,
\begin{equation}
k=\frac13\sum_j\int_0^{q_0}\frac{q^2dq}{2\pi^2}\,c\,v\,\Lambda .
\label{bulk}
\end{equation}
The zone is replaced by a sphere of radius $q_0$ holding the same number of modes.

Let $\langle\cdot\rangle$ be the average over modes with weight $cv$, and $\sum Cv$ the total of that weight. The gray model gives every mode the same path. To keep $k$ and $\sum Cv$ it must take
\begin{equation}
\Lambda_g=\frac{3k}{\sum Cv}=\langle\Lambda\rangle .
\end{equation}
Heat, however, is carried with weight $cv\Lambda$, not $cv$. The mean path weighted by heat is
\begin{equation}
\frac{\langle\Lambda^2\rangle}{\langle\Lambda\rangle}
=\Lambda_g\left(1+\frac{\langle\Lambda^2\rangle-\langle\Lambda\rangle^2}{\Lambda_g^2}\right)\ge\Lambda_g ,
\end{equation}
since a variance is not negative. Equality requires all paths to be equal. Long-path modes therefore count for more in the heat current than in the gray average.

\section{Silicon in round numbers}

For a size, take one longitudinal and two transverse branches $\omega=(2q_0v_j/\pi)\sin(\pi q/2q_0)$ with sound speeds 8500 and 5500 m/s, and the rate
\begin{equation}
\tau^{-1}=b\,\omega^2+A\,\omega^4
\end{equation}
with $b=2.5\times10^{-17}$ s at 300 K for anharmonic scattering and $A=1.3\times10^{-45}$ s$^3$ for point defects. These are rough parameters in the regime of silicon, not a first-principles calculation. The lattice constant 0.543 nm gives $q_0=11.39$ nm$^{-1}$.

The role of $b$ is visible when $A=0$ and $c=k_B$. With $x=\pi q/2q_0$ one has $v/\omega=(\pi/2q_0)\cot x$, so $q^2v^2/\omega^2=x^2\cot^2x$, and (\ref{bulk}) becomes, for three branches,
\begin{equation}
k_{\rm cl}=\frac{3k_B}{6\pi^2b}\,\frac{2q_0}{\pi}\int_0^{\pi/2}x^2\cot^2x\,dx
=\frac{k_Bq_0}{\pi^3b}\left(\pi\ln2-\frac{\pi^3}{24}\right).
\end{equation}
The integral follows from $\cot^2x=\csc^2x-1$. Integration by parts gives $\int x^2\csc^2x\,dx=2\int x\cot x\,dx=-2\int\ln\sin x\,dx=\pi\ln2$ over the interval, and the remaining term is $-\pi^3/24$. The value is 179.7 W/(m\,K); quantum heat capacity and defects lower it to $k=168.2$ W/(m\,K).

With $\sum Cv=2.230\times10^9$ W/(m$^2$K),
\begin{equation}
\Lambda_g=\frac{3(168.2)}{2.230\times10^9}\ {\rm m}=226\ {\rm nm}.
\end{equation}
The quick estimate instead uses the total heat capacity, including optical modes that carry little heat, and the mean sound speed:
\begin{equation}
\Lambda_s=\frac{3(168.2)}{(1.592\times10^6)(6500)}\ {\rm m}=49\ {\rm nm}.
\end{equation}
(The numerical output lists this as the textbook value.) The two averages already differ by a factor of 4.6, though both return the same $k$.

Neither shows where the heat is. In this model 96\% of it is carried by modes with $\Lambda>49$ nm, 72\% by modes above 226 nm, 40\% by modes above 1 $\mu$m and 13\% by modes above 10 $\mu$m. Half lies above 592 nm. Within each branch both $v$ and $\tau$ fall with $q$, so the long-path modes are also the long-lived ones: a path above 1 $\mu$m at a speed of at most 8500 m/s means a lifetime above 0.1 ns. These shares refer to mean paths; individual free flights scatter exponentially about them.

\section{The film puts the average to the test}

Let heat flow along a film of thickness $d$ whose walls re-emit phonons diffusely, so that $g=0$ for phonons leaving a wall. For a phonon moving at angle cosine $\mu>0$ to the normal, (\ref{bte}) is solved by the bulk $g$ times $1-e^{-z/(\mu\Lambda)}$. The deviation is odd in $v_x$, so it adds no local energy and the assumed local temperature is consistent.

The flux weight is $v_x^2\propto(1-\mu^2)$ after averaging over azimuth, and $\int_0^1(1-\mu^2)d\mu=2/3$. With $\delta=d/\Lambda$, averaging over $z$ gives the ratio of film to bulk contribution of one mode,
\begin{align}
S(\delta)&=\frac32\int_0^1(1-\mu^2)\left[1-\frac{\mu}{\delta}\left(1-e^{-\delta/\mu}\right)\right]d\mu\nonumber\\
&=1-\frac{3}{2\delta}\int_0^1(\mu-\mu^3)\left(1-e^{-\delta/\mu}\right)d\mu .
\label{S}
\end{align}
For a thick film the exponential drops out and $\int_0^1(\mu-\mu^3)d\mu=1/4$, so $1-S\to3\Lambda/(8d)$.

The direction of the gray error can now be settled for any spectrum. A mode contributes in proportion to $\Lambda S(d/\Lambda)$, which is a positive average, over positions and angles, of $f(\Lambda)=\Lambda(1-e^{-l/\Lambda})$, where $l=z/\mu$ is the distance back to the wall. Differentiating twice,
\begin{align}
f'&=1-e^{-l/\Lambda}-\frac{l}{\Lambda}e^{-l/\Lambda},\\
f''&=-\frac{l}{\Lambda^2}e^{-l/\Lambda}+\frac{l}{\Lambda^2}e^{-l/\Lambda}-\frac{l^2}{\Lambda^3}e^{-l/\Lambda}
=-\frac{l^2}{\Lambda^3}e^{-l/\Lambda}<0 .
\end{align}
The function is concave, and Jensen's inequality gives
\begin{equation}
k_{\rm film}=\frac{\sum Cv}{3}\left\langle\Lambda S(d/\Lambda)\right\rangle
\le\frac{\sum Cv}{3}\,\Lambda_gS(d/\Lambda_g)=k\,S(d/\Lambda_g).
\label{jensen}
\end{equation}
Physically, each further lengthening of a path gains less in the film than the one before, because the walls cut long paths most. The gray model takes the excess of the long paths over the average and gives it to modes with shorter paths, where the walls cut it less.

At fixed $k$ a shorter gray path makes matters worse, because $1-e^{-l/\Lambda}$, and with it $S$, decreases as $\Lambda$ grows. For the same reason, any single path fitted to a diffuse film is at least $\Lambda_g$. The model gives, with conductivities in W/(m\,K):

\begin{center}
\begin{tabular}{rrrrr}
$d$ (nm) & spectral & gray, 226 nm & gray, 49 nm & fitted $\Lambda$ (nm)\\
20 & 24 & 32 & 80 & 350\\
100 & 56 & 83 & 139 & 476\\
1000 & 113 & 154 & 165 & 1069\\
10000 & 147 & 167 & 168 & 3333
\end{tabular}
\end{center}

For the 100 nm film the quick estimate is too high by a factor $138.5/55.9=2.5$. At a given heat flux along the film, the true temperature gradient in this model is 2.5 times the predicted one. The consistent gray path still errs by a factor 1.5.

The last column answers the defence that one merely needs a better average. A path chosen to fit the 20 nm film is about a tenth of the path that fits the 10 $\mu$m film. Every row can be matched by one number, but no one number matches all rows.

Formula (\ref{S}) was tested apart from its derivation by sampling two million random free flights between walls for each of $\delta=0.2$ and $\delta=2$, and for $\delta=0.5$ with 60\% specular reflection, treated below. The largest difference in $S$ was 0.0014, consistent with sampling noise.

\section{Why the fitted path keeps growing}

At small $q$, $c\to k_B$, $\omega\to v_jq$, and the $\omega^4$ term is negligible, so $\Lambda\to1/(bv_jq^2)$. The heat carried in an interval $dq$ of one branch is then
\begin{equation}
dk=\frac13\,\frac{q^2}{2\pi^2}\,k_Bv_j\,\frac{1}{bv_jq^2}\,dq=\frac{k_B}{6\pi^2b}\,dq .
\label{flat}
\end{equation}
The scarcity of long waves, $q^2$, is cancelled by their long paths, $q^{-2}$. Paths above $L$ belong to $q<(bv_jL)^{-1/2}$, so their share of the heat is
\begin{equation}
F(>L)\to\frac{K}{\sqrt L},\qquad
K=\sum_j\frac{k_B}{6\pi^2k\,b^{3/2}v_j^{1/2}} .
\end{equation}
Here $K=4.19\times10^{-4}$ m$^{1/2}$. At $L=10$ $\mu$m the law gives $4.19\times10^{-4}/(3.16\times10^{-3})=13.3\%$, against 13.2\% from the full spectrum.

The density of heat over path length is $-dF/d\Lambda=\tfrac12K\Lambda^{-3/2}$. Paths up to $L$ therefore contribute to the heat-weighted mean
\begin{equation}
\int^L\Lambda\,\frac{K}{2\Lambda^{3/2}}\,d\Lambda=K\sqrt L+{\rm const},
\end{equation}
which has no limit. From $L=100$ $\mu$m to 1 mm the sum over modes rises from 3.9 to 13.0 $\mu$m. In an unbounded crystal with this scattering law the heat-weighted mean path does not exist, although $k$ and $\Lambda_g$ are finite.

A thick diffuse film feels the tail directly. Its relative deficit is
\begin{equation}
1-\frac{k_{\rm film}}{k}\simeq\int_0^\infty\frac{K}{2\Lambda^{3/2}}\,
\frac{3\Lambda}{2d}\int_0^1(\mu-\mu^3)\left(1-e^{-d/(\mu\Lambda)}\right)d\mu\,d\Lambda .
\end{equation}
Using the tail density at short paths too is harmless: there $1-S\simeq3\Lambda/8d$, so the mistake is of order $1/d$, below the leading term found here. Substitute $y=d/(\mu\Lambda)$, for which $\Lambda^{-1/2}d\Lambda$ becomes $d^{1/2}\mu^{-1/2}y^{-3/2}dy$ after the limits are reversed:
\begin{equation}
1-\frac{k_{\rm film}}{k}\simeq\frac{3K}{4\sqrt d}\int_0^1(\mu^{1/2}-\mu^{5/2})d\mu\int_0^\infty\frac{1-e^{-y}}{y^{3/2}}dy .
\end{equation}
The first integral is $2/3-2/7=8/21$. The second, by parts, is $2\int_0^\infty y^{-1/2}e^{-y}dy=2\sqrt\pi$. Hence
\begin{equation}
1-\frac{k_{\rm film}}{k}\to\frac{4\sqrt\pi}{7}\,\frac{K}{\sqrt d}\simeq1.013\,F(>d).
\end{equation}
With the $\omega^2$ rate, the fraction of conductivity lost in a thick diffuse film nearly equals the fraction of heat carried by paths longer than its thickness; another low-frequency law gives another relation. At 10 $\mu$m the loss is $1-147.4/168.2=12.4\%$ and the share is 13.2\%. At 1 $\mu$m the film is not yet thick in this sense: the loss is $1-112.5/168.2=33\%$ and the share 40\%.

The gray deficit is $3\Lambda/(8d)$. Equating the two gives the path that a gray fit would report,
\begin{equation}
\Lambda_{\rm fit}\to\frac{32\sqrt\pi}{21}\,K\sqrt d .
\end{equation}
It measures the film as much as the material.

These asymptotic laws belong to the rate $b\omega^2$ continued to arbitrarily low frequency, and real silicon does not follow it that far. A longitudinal path of 1 mm corresponds to $q=(bv_jL)^{-1/2}$, about 93 GHz, where the model lifetime $1/(b\omega^2)$ is near 120 ns. Measured lifetimes in that range at room temperature are only several nanoseconds, because relaxational (Akhiezer) damping, absent from the model, takes over. That damping cuts the tail off at paths of some tens of micrometres. In real silicon the growth of $\Lambda_{\rm fit}$ should therefore stall for films thicker than that, and the model's share above 10 $\mu$m is best read as an upper estimate.

\section{The same modes in a first-principles calculation}

Suppose the conductivity is computed as a sum over a mesh of wavevectors, with the $\Gamma$ point, where $\Lambda$ diverges, left out. Let the mesh be simple cubic with spacing $h$ and points $h\mathbf n$. By (\ref{flat}) the integrand near $\Gamma$ is $B/q^2$ with
\begin{equation}
B=\sum_j\frac{k_B}{3(2\pi)^3b}=\sum_j\frac{k_B}{24\pi^3b}.
\end{equation}
Split off $Be^{-\varepsilon q^2/h^2}/q^2$. Its mesh sum is $hB\,G(\varepsilon)$ with $G=\sum'e^{-\varepsilon n^2}/n^2$ over nonzero integer triples; its integral is $hB\,2\pi^{3/2}/\sqrt\varepsilon$. Up to exponentially small terms, Poisson summation gives
\begin{equation}
\frac{dG}{d\varepsilon}=-\sum{}'e^{-\varepsilon n^2}=1-\left(\frac{\pi}{\varepsilon}\right)^{3/2}
\;\Longrightarrow\;
G=\frac{2\pi^{3/2}}{\sqrt\varepsilon}+\varepsilon+Z ,
\end{equation}
where the integration constant, from direct summation, is $Z=-8.914$. The split-off part thus errs by $hB(Z+\varepsilon)$. The smooth remainder equals $B\varepsilon/h^2$ at the origin, plus a constant independent of $h$; omitting that point costs $h^3B\varepsilon/h^2=hB\varepsilon$ and cancels the $\varepsilon$. What is left is
\begin{equation}
k_{\rm mesh}-k\simeq ZhB ,
\end{equation}
linear in the spacing. For $24^3$ points per zone volume, $h=0.765$ nm$^{-1}$ and $B=2.23\times10^{-9}$ W/K, so the error is $-8.914(7.65\times10^8)(2.23\times10^{-9})=-15.2$ W/(m\,K), 9\% of $k$. Explicit summation gives $-15.17$, and $-7.59$ for $48^3$. Doubling the mesh only halves the error, but a linear extrapolation removes most of it: $2(160.6)-153.1=168.1$ W/(m\,K). Another mesh geometry changes $Z$; the linear law needs the $\omega^2$ rate.

\section{Real films and the limits of the argument}

Bulk silicon at room temperature conducts roughly 150 W/(m\,K), so the model is somewhat high. Measured in-plane values for 100 nm films are roughly 60 W/(m\,K), near the diffuse result of 56 and far from the quick estimate of 139. The closeness should not be over-read, because the result depends strongly on the wall and, as shown below, on the dispersion.

Suppose a fraction $p$ is reflected specularly. If a phonon leaves a wall with a fraction $G_0$ of its bulk deviation, it reaches the other with $1-(1-G_0)E$, where $E=e^{-\delta/\mu}$. By symmetry $G_0=p[1-(1-G_0)E]$, hence $1-G_0=(1-p)/(1-pE)$, and this factor multiplies the integrand in the second line of (\ref{S}). Gaussian wall heights of rms size $\eta$ shift the reflected phase by $2q\mu$ times the height, which leaves a coherent fraction $p=e^{-4q^2\eta^2\mu^2}$. For $\eta=0.3$ nm the 100 nm film rises from 56 to 101 W/(m\,K). That is above the diffuse gray value of 83, so (\ref{jensen}), whose $S$ is that of diffuse walls, gives no bound here. Were $p$ the same for all modes, the inequality would hold again with that $p$ in both models, since $l$ would merely run back to the last diffuse reflection. A $p$ that depends on wavelength does not rescue the gray model, which has no wavelength from which to find it.

Specular reflection also changes the thick-film law. Since $(1-E)/(1-pE)\le1$ and $1-p\le4q^2\eta^2\mu^2$, the loss of a long-wave mode is at most of order $q^2\eta^2/\delta$. With $1/\delta\propto1/(q^2d)$ the powers of $q$ cancel, and the total deficit falls at least as fast as $1/d$. The growth of $\Lambda_{\rm fit}$ as $\sqrt d$ thus needs walls that stay at least partly diffuse for long waves; the slow tail of $F$ does not depend on the walls.

The dispersion matters as well. Linear branches at the same $b$ raise bulk $k$ to 268 W/(m\,K) and lower the share above 1 $\mu$m from 40\% to 26\%. The heat carried there hardly moves, $0.259(268)=69$ against $0.398(168)=67$ W/(m\,K), as expected from (\ref{flat}), which contains sound waves alone; the added heat sits at shorter paths. The 100 nm film then keeps 45\% of its bulk conductivity instead of 33\%.

At 400 K, with the anharmonic rate taken proportional to temperature, the diffuse film falls to 49 W/(m\,K) and the bulk to 129. Measured bulk silicon falls faster, from roughly 150 to roughly 100, so this rate law understates the temperature dependence. Optical phonons with a rough speed of 2000 m/s and lifetime of 3 ps would add 2.6 W/(m\,K), and electrons at $10^{19}$ cm$^{-3}$ with mobility 100 cm$^2$/(V\,s) about 0.1. Their scattering of phonons in doped silicon, crystal anisotropy and the full collision operator are left out and not sized here. In the bulk, half the heat travels at wavelengths below about 2 nm, which supports a particle picture at 100 nm and less securely at 20 nm.

The gray path keeps a legitimate use: it restates bulk $k$ as a length. It can serve for a structure when all relevant paths are much shorter than the structure, though it then still misjudges the small size correction, which follows the heat-weighted mean path. It can also serve when it is fitted and used at the same thickness, temperature, wall condition and direction of heat flow; a path fitted to conduction along a film need not describe conduction across it. To carry a prediction from one size to another, one needs the distribution of heat over paths, and for smooth walls the wavelengths too.

\section*{Computed values}
\begin{verbatim}
lattice constant 0.543 nm; zone radius 11.39 1/nm
sound speeds LA, TA: 8500.0 5500.0 m/s
b at 300 K 2.50e-17 s; defect A 1.30e-45 s^3
bulk k, 300 K: 168.2 W/(m K)
classical defect-free k, closed form: 179.7 W/(m K)
sum C v: 2.230e+09 W/(m2 K)
consistent gray MFP: 226.3 nm
total heat capacity: 1.592e+06 J/(m3 K)
mean sound speed: 6500 m/s
textbook gray MFP: 48.8 nm
median MFP by heat: 592 nm
heat share above 48.8 nm: 96.4 %
heat share above 226.3 nm: 71.6 %
heat share above 1000.0 nm: 39.8 %
heat share above 10000.0 nm: 13.2 %
tail constant K: 4.193e-04 m^0.5
heat-weighted MFP sum up to 1 um: 0.19 um
heat-weighted MFP sum up to 10 um: 1.06 um
heat-weighted MFP sum up to 100 um: 3.91 um
heat-weighted MFP sum up to 1000 um: 12.97 um
film: d nm | k spectral | gray | textbook gray W/(m K) | fit MFP nm
  20 | 24.0 | 32.4 | 80.0 | 350
  100 | 55.9 | 82.9 | 138.5 | 476
  1000 | 112.5 | 154.0 | 165.2 | 1069
  10000 | 147.4 | 166.8 | 167.9 | 3333
film deficit / heat share above d, d = 0.1 m: 1.0120
4 sqrt(pi)/7: 1.0128
largest free-flight sampling difference: 1.4e-03
lattice constant Z: -8.9136
mesh 24^3: k 153.1, error -15.17, predicted -15.19 W/(m K)
mesh 48^3: k 160.6, error -7.59, predicted -7.59 W/(m K)
Neglected effects (100 nm film where a film is named):
film k with 0.3 nm wall roughness: 101.2 W/(m K)
400 K: bulk k 129.0, film k 48.9 W/(m K)
linear branches: bulk k 268.0 W/(m K), share above 1 um 25.9 %
linear branches: film/bulk 0.449; sine: 0.332
optical k (15 THz, 2000 m/s, 3 ps): 2.62 W/(m K)
electronic k (1e19 cm^-3, 100 cm2/Vs): 0.117 W/(m K)
median wavelength by heat: 1.97 nm
smallest frequency times lifetime: 542
\end{verbatim}
